# The g Matrix of a Kramers Doublet Is Not a Unique Tensor

Three calculations on one paramagnetic ion, with one Hamiltonian, return three g matrices. Their traces are 2.78, −5.96 and 1.16. One is visibly asymmetric; of the two symmetric ones, one has three negative eigenvalues and the other a single one. Anyone who takes g for a property of the ion must conclude that two of the calculations are wrong, or must look for physics in the asymmetry and in the signs. All three are right. They appear in full below, and they predict the same resonance field, line intensity and sense of precession.

## The belief

The belief is that the nine numbers \(g_{kl}\) in \(H=\mu_B\sum_{kl}B_kg_{kl}\tilde S_l\) form a second-rank tensor fixed by the electronic structure, so that its trace, eigenvalues, antisymmetric part and signs mean something. It tempts because in one limit a natural choice of basis makes it look true. Without spin–orbit coupling, an orbitally nondegenerate state of spin ½ allows the choice \(\tilde{\mathbf S}=\mathbf S\), the true spin, whose components refer to the same axes as \(\mathbf B\). Then \(g=g_e\mathbf 1\), and both indices are spatial. With spin–orbit coupling the two states are mixtures of orbital and spin functions, and \(\tilde{\mathbf S}\) is one half of the Pauli matrices written in whichever two basis states were picked. The second index refers to that choice.

## What the nine numbers are

Take an odd number of electrons, a field-free Hamiltonian \(H_0\) invariant under time reversal \(\Theta\) with \(\Theta^2=-1\), and a twofold level with projector \(P\), separated from the others by a gap \(\Delta\). The Zeeman term is \(\mu_B\mathbf B\cdot\mathbf M\) with \(\mathbf M=\mathbf L+g_e\mathbf S\) dimensionless, \(g_e>0\), in right-handed axes; the magnetic moment is \(-\mu_B\mathbf M\). To first order in \(B\) the level is governed by three \(2\times2\) Hermitian matrices \((M_k)_{ab}=\langle a|M_k|b\rangle\).

Antiunitarity means \(\langle\Theta a|\Theta b\rangle=\langle a|b\rangle^*\). Then \(\langle a|\Theta a\rangle=\langle\Theta a|\Theta^2a\rangle^*=-\langle a|\Theta a\rangle=0\), so \(|1\rangle\) and \(\Theta|1\rangle\) are an orthonormal basis of the level. Angular momenta are time-odd, \(M_k\Theta=-\Theta M_k\), which gives
\[\langle\Theta a|M_k|\Theta b\rangle=-\langle\Theta a|\Theta M_kb\rangle=-\langle a|M_k|b\rangle^*.\tag{1}\]
With \(a=b=1\) the two real diagonal elements are opposite, so \(\mathrm{Tr}\,M_k=0\), a statement that holds in any basis. A traceless Hermitian \(2\times2\) matrix is a real combination of Pauli matrices, and \(\mathrm{Tr}\,\sigma_l\sigma_m=2\delta_{lm}\) extracts the coefficients:
\[M_k=\tfrac12\sum_lg_{kl}\sigma_l,\qquad g_{kl}=\mathrm{Tr}(M_k\sigma_l).\tag{2}\]
With \(\tilde{\mathbf S}=\boldsymbol\sigma/2\) this is the spin Hamiltonian above.

A time-even Hermitian operator \(E\) cannot single out a basis. The steps of (1) with the opposite sign give equal diagonal elements, and \(\langle1|E|\Theta1\rangle=\langle1|\Theta E1\rangle=\langle\Theta1|\Theta^2E1\rangle^*=-\langle1|E|\Theta1\rangle=0\). So \(PEP\) is a multiple of \(P\). This applies to \(H_0\) itself.

## A change of basis rotates the second index

Any other orthonormal basis is \(|b'\rangle=\sum_a|a\rangle U_{ab}\) with \(U\) unitary, and \(M_k'=U^\dagger M_kU\). Inserting (2) and cycling the trace,
\[g'_{km}=\mathrm{Tr}(M_kU\sigma_mU^\dagger)=\sum_lg_{kl}R_{lm},\qquad R_{lm}=\tfrac12\mathrm{Tr}(\sigma_lU\sigma_mU^\dagger),\tag{3}\]
or \(g'=gR\), where \(U\sigma_mU^\dagger=\sum_l\sigma_lR_{lm}\). Every \(2\times2\) unitary matrix is \(U=e^{i\chi}(a-i\mathbf q\cdot\boldsymbol\sigma)\) with real \(a^2+q^2=1\), and the phase \(\chi\) cancels. Using \([\mathbf q\cdot\boldsymbol\sigma,\mathbf v\cdot\boldsymbol\sigma]=2i(\mathbf q\times\mathbf v)\cdot\boldsymbol\sigma\) for the cross terms and \(\{\mathbf q\cdot\boldsymbol\sigma,\mathbf v\cdot\boldsymbol\sigma\}=2\mathbf q\cdot\mathbf v\) for the last term,
\[U(\mathbf v\cdot\boldsymbol\sigma)U^\dagger=\big[(a^2-q^2)\mathbf v+2a\,\mathbf q\times\mathbf v+2(\mathbf q\cdot\mathbf v)\mathbf q\big]\cdot\boldsymbol\sigma.\tag{4}\]
For \(a=\cos\frac\alpha2\), \(\mathbf q=\mathbf m\sin\frac\alpha2\) the bracket is \(\mathbf v\cos\alpha+\mathbf m\times\mathbf v\sin\alpha+\mathbf m(\mathbf m\cdot\mathbf v)(1-\cos\alpha)\), the rotation of \(\mathbf v\) by \(\alpha\) about the unit vector \(\mathbf m\). Every proper rotation therefore occurs as an \(R\), and no improper one does.

Two relabelings might seem to reverse the handedness. Swapping the states is \(U=\sigma_x\), and (4) gives \(R=\mathrm{diag}(1,-1,-1)\). Passing to the time-reversed basis gives \(M_k'=-M_k^*\) by (1); since \(\sigma_y^*=-\sigma_y\) while \(\sigma_x,\sigma_z\) are real, \(R=\mathrm{diag}(-1,1,-1)\). Both have determinant \(+1\). Demanding that the basis be a Kramers pair removes no freedom either. The state \(\Theta|1'\rangle\) is a unit vector of the level orthogonal to \(|1'\rangle\), hence \(e^{i\beta}|2'\rangle\). Multiplying both states by \(e^{i\beta/2}\) gives \(\Theta e^{i\beta/2}|1'\rangle=e^{-i\beta/2}e^{i\beta}|2'\rangle=e^{i\beta/2}|2'\rangle\), a Kramers pair with the same \(g'\).

## What survives

From \(RR^T=\mathbf 1\) and \(\det R=1\), the symmetric matrix \(G=gg^T\) and \(\det g\) are unchanged. Both can be written with no basis at all. From (2), \(\mathrm{Tr}(M_kM_l)=\frac14\sum_{mn}g_{km}g_{ln}\,2\delta_{mn}\); and \(\mathrm{Tr}\,\sigma_l\sigma_m\sigma_n=2i\epsilon_{lmn}\) gives \(\mathrm{Tr}(M_xM_yM_z)=\frac18\,2i\sum\epsilon_{lmn}g_{xl}g_{ym}g_{zn}=\frac i4\det g\). Hence
\[G_{kl}=2\,\mathrm{Tr}(PM_kPM_l),\qquad\det g=-4i\,\mathrm{Tr}(PM_xPM_yPM_z).\tag{5}\]
Because \((\det g)^2=\det G\), the second quantity adds one sign \(s=\mathrm{sign}\det g\) to the six entries of \(G\). The other product is not invariant: \(g^Tg\to R^Tg^TgR\).

Nothing else survives. Let \(g\) and \(g'\) share \(G=W\Sigma^2W^T\), with \(W\) orthogonal and \(\Sigma=\mathrm{diag}(g_1,g_2,g_3)\), \(g_1\ge g_2\ge g_3\ge0\). The rows of \(W^Tg\) are mutually orthogonal with lengths \(g_i\), because \((W^Tg)(W^Tg)^T=\Sigma^2\). So \(g=W\Sigma V^T\) and likewise \(g'=W\Sigma V'^T\) with orthogonal \(V,V'\), and \(g'=gO\) with \(O=VV'^T\). If \(\det g\ne0\), then \(\det O=\det g'/\det g=\pm1\), and equal signs make \(O\) a proper rotation, which (4) realizes as a change of basis. If \(\det g=0\), then \(g_3=0\), the third column of \(V'\) can be reversed without changing \(g'\), and \(O\) can be made proper: the sign is void and \(G\) alone is complete. Any function of \(g\) alone that does not depend on the basis is thus a function of \(G\) and \(s\).

The sign is independent information. The matrix \(-g\) has the same \(G\), and its distance from the set of matrices \(gR\) can be computed. Since \(\|\frac12\mathbf v\cdot\boldsymbol\sigma\|^2=\frac12v^2\) in the Frobenius norm,
\[\sum_k\|U^\dagger M_kU+M_k\|^2=\tfrac12\|gR+g\|^2=\mathrm{Tr}\,G+\mathrm{Tr}(R\,g^Tg).\]
In pseudospin axes where \(g^Tg=\mathrm{diag}(\lambda_i)\), \(\lambda_i=g_i^2\), (4) gives \(R_{ii}=a^2-q^2+2q_i^2\), so
\[\mathrm{Tr}(Rg^Tg)=a^2\,\mathrm{Tr}\,G+\sum_iq_i^2\,(2\lambda_i-\mathrm{Tr}\,G).\]
This is an average with weights \(a^2,q_1^2,q_2^2,q_3^2\) summing to one, and its smallest term is \(2\lambda_3-\mathrm{Tr}\,G\). The minimum squared distance between the two sets of operators, half the minimum of \(\|gR+g\|^2\), is \(2g_3^2\), which vanishes when and only when \(\det g=0\).

Special forms of \(g\) are choices of \(R\). For \(\det g\ne0\), \(R=sVW^T\) has \(\det R=s^3\det V\det W=s\cdot s=1\) and gives the symmetric matrix \(gR=sW\Sigma W^T=s\sqrt G\). A further rotation by \(\pi\) about a column \(\mathbf w_i\) of \(W\), \(R=2\mathbf w_i\mathbf w_i^T-\mathbf 1\), keeps the matrix symmetric and reverses the signs of the other two eigenvalues. The individual signs are conventions; their product is not.

The first index is spatial. Under an orthogonal \(Q\), \((Q\mathbf r)\times(Q\mathbf p)=\det Q\;Q(\mathbf r\times\mathbf p)\), and the spin must follow the same rule to keep \([S_x,S_y]=iS_z\). So \(g\to\det Q\;Qg\), up to an \(R\) on the right. Then \(G\to QGQ^T\), a true tensor, and \(\det g\to(\det Q)^4\det g=\det g\): a molecule and its mirror image have the same sign. The matrix \(g\) obeys the tensor law \(g\to QgQ^T\) once a rule such as \(g=s\sqrt G\) makes the pseudospin axes turn with the molecule.

## What is measured

Let \(\mathbf B=B\mathbf n\). The projected Hamiltonian is \(\frac12\mu_BB\,(g^T\mathbf n)\cdot\boldsymbol\sigma\), with levels \(|\pm\rangle\) split by
\[\Delta E=\mu_BB\,g_{\rm eff},\qquad g_{\rm eff}=|g^T\mathbf n|=\sqrt{\mathbf n^TG\mathbf n},\tag{6}\]
and quantized along \(\mathbf u=g^T\mathbf n/g_{\rm eff}\). One identity carries the sign into what follows: a triple product is a determinant, so
\[(g^T\mathbf c)\cdot(g^T\mathbf a\times g^T\mathbf b)=\det g\;\mathbf c\cdot(\mathbf a\times\mathbf b).\tag{7}\]

A microwave field \(B_1\mathrm{Re}(\mathbf e\,e^{-i\omega t})\) drives absorption through its \(e^{-i\omega t}\) part, at a golden-rule rate proportional to \(I=|\langle+|\mathbf e\cdot\mathbf M|-\rangle|^2\). For a right-handed triad \((\mathbf u_1,\mathbf u_2,\mathbf u)\), \(\langle+|\boldsymbol\sigma|-\rangle=\mathbf u_1-i\mathbf u_2\) up to a phase, as the upper right elements 1 of \(\sigma_x\) and \(-i\) of \(\sigma_y\) show. For linear polarization \(\mathbf e=\mathbf b\) and \(\mathbf w=g^T\mathbf b\) are real, and
\[I=\tfrac14\big[w^2-(\mathbf w\cdot\mathbf u)^2\big]=\tfrac14\big[\mathbf b^TG\mathbf b-(\mathbf b^TG\mathbf n)^2/g_{\rm eff}^2\big].\]
Line positions and linear intensities contain \(G\) and not \(s\).

For circular polarization, \(\mathbf e_\pm=(\mathbf e_1\pm i\mathbf e_2)/\sqrt2\) with \(\mathbf e_1\times\mathbf e_2=\mathbf k\); the field \(\mathbf e_+\) turns from \(\mathbf e_1\) toward \(\mathbf e_2\). With \(\mathbf w_i=g^T\mathbf e_i\) and \(w_{ij}=\mathbf w_i\cdot\mathbf u_j\), the amplitude is \(\frac1{2\sqrt2}[(w_{11}\pm w_{22})+i(\pm w_{21}-w_{12})]\), so
\[I_\pm=\tfrac18\Big[\sum_{ij}w_{ij}^2\pm2(w_{11}w_{22}-w_{12}w_{21})\Big].\]
The last bracket is \((\mathbf w_1\times\mathbf w_2)\cdot(\mathbf u_1\times\mathbf u_2)=\mathbf u\cdot(\mathbf w_1\times\mathbf w_2)\), and (7) evaluates it:
\[I_+-I_-=\frac{\det g\;(\mathbf n\cdot\mathbf k)}{2g_{\rm eff}}.\tag{8}\]
The sum \(I_++I_-\) is the sum of the linear intensities for \(\mathbf e_1\) and \(\mathbf e_2\). For \(\mathbf k=\mathbf n\), completeness of \((\mathbf e_1,\mathbf e_2,\mathbf n)\) gives \(\sum_i\mathbf e_i^TG\mathbf e_i=\mathrm{Tr}\,G-g_{\rm eff}^2\) and \(\sum_i(\mathbf e_i^TG\mathbf n)^2=|G\mathbf n|^2-g_{\rm eff}^4\), so
\[I_++I_-=\tfrac14\big[\mathrm{Tr}\,G-|G\mathbf n|^2/g_{\rm eff}^2\big].\tag{9}\]
For \(g=\pm\gamma\mathbf 1\), (8) gives \(\pm\gamma^2/2\) and (9) gives \(\gamma^2/2\): one polarization takes all the absorption, and \(s\) decides which.

The same sign sets the precession. For \(H=\frac12\hbar\,\boldsymbol\Omega\cdot\boldsymbol\sigma\) the Heisenberg equation with \([\sigma_i,\sigma_j]=2i\epsilon_{ijk}\sigma_k\) gives \(\dot{\mathbf s}=\boldsymbol\Omega\times\mathbf s\) for \(\mathbf s=\langle\boldsymbol\sigma\rangle\), with \(\hbar\boldsymbol\Omega=\mu_Bg^T\mathbf B\). The observable is \(\langle\mathbf M\rangle=\frac12g\mathbf s\), and for \(\det g\ne0\), \(\mathbf s=2g^{-1}\langle\mathbf M\rangle=2g^TG^{-1}\langle\mathbf M\rangle\). For any \(\mathbf c\), \(\mathbf c\cdot\langle\dot{\mathbf M}\rangle=\frac12(g^T\mathbf c)\cdot(\boldsymbol\Omega\times\mathbf s)\), and (7) yields
\[\frac{d\langle\mathbf M\rangle}{dt}=\frac{\mu_B}\hbar\det g\;\;\mathbf B\times G^{-1}\langle\mathbf M\rangle.\tag{10}\]
For an equal superposition of \(|\pm\rangle\), \(\mathbf s\) is a unit vector normal to \(\mathbf u\). With \(\varphi=\Delta E\,t/\hbar\), \(\mathbf s'=d\mathbf s/d\varphi=\mathbf u\times\mathbf s\) and \(\mathbf s\times\mathbf s'=\mathbf u\). Writing \(\mathbf n=g(g^{-1}\mathbf n)\) and using (7) with \(g\) for \(g^T\),
\[\mathbf n\cdot\Big(\langle\mathbf M\rangle\times\frac{d\langle\mathbf M\rangle}{d\varphi}\Big)=\tfrac14\det g\;(g^{-1}\mathbf n)\cdot\mathbf u=\frac{\det g}{4g_{\rm eff}},\tag{11}\]
because \((g^{-1}\mathbf n)\cdot(g^T\mathbf n)=\mathbf n^Tgg^{-1}\mathbf n=1\). Seen along the field, the moment circulates as a free electron's does for \(s=+1\) and oppositely for \(s=-1\).

The sign also fixes an integer built from the Berry phase \(\gamma=i\oint\langle\psi|d\psi\rangle\). With \(\mathbf u\) at polar angles \(\theta,\phi\), the lower state is \((-e^{-i\phi}\sin\frac\theta2,\cos\frac\theta2)\), so \(i\langle\psi|\partial_\phi\psi\rangle=\sin^2\frac\theta2\) and a circle of latitude gives \(\gamma=2\pi\sin^2\frac\theta2\), half the enclosed solid angle of \(\mathbf u\). The element of solid angle is \(\mathbf u\cdot(\partial_1\mathbf u\times\partial_2\mathbf u)\); derivatives of the factor \(1/g_{\rm eff}\) lie along \(\mathbf u\) and drop out, so (7) gives \(d\Omega_{\mathbf u}=\det g\,d\Omega_{\mathbf n}/g_{\rm eff}^3\). For \(\det g\neq0\) the map \(\mathbf n\to\mathbf u\) is one-to-one, so \(\mathbf u\) covers \(4\pi s\), the flux is \(2\pi s\), and the Chern number of the lower level over field directions is \(s\).

## A model ion

The model is a \(d^9\) ion with spin–orbit coupling \(\zeta\,\mathbf l\cdot\mathbf s\), \(\zeta=800\) cm⁻¹, and four σ-bonding ligands in the angular overlap form \(V_{pq}=\sum e_\sigma F_p(\hat{\mathbf r})F_q(\hat{\mathbf r})\). The \(F_p\) are \(\sqrt3yz\), \(\sqrt3xz\), \(\sqrt3xy\), \(\frac{\sqrt3}2(x^2-y^2)\) and \(\frac12(3z^2-1)\) at the ligand's unit vector. The parameters are round model values; π bonding, covalent reduction of \(\mathbf L\), mixing with \(s\) and \(p\) orbitals and vibronic coupling are left out. Four decimals are kept to display identities, not as predictions. The ten states are \(c_a|\text{full shell}\rangle\), and anticommuting the operators gives \(\delta_{ab}\mathrm{Tr}\,O-O_{ba}\) for a one-electron operator \(O\). For Hermitian \(O\), \(-O_{ba}=-O_{ab}^*\). By (1) and its time-even analogue, the hole then acts as one particle in the time-reversed orbitals, with the same \(\mathbf M\) and with energy \(-V-\zeta\,\mathbf l\cdot\mathbf s\) plus a constant. The numbers come from diagonalizing this \(10\times10\) matrix, with \(g_e=2.002319\) and \(\mu_B/hc=0.466864\) cm⁻¹/T.

**Regular tetrahedron.** With polar angle 54.736° and \(e_\sigma=3000\) cm⁻¹, every ligand has \(|x|=|y|=|z|=1/\sqrt3\). The two \(e\) functions vanish there and each \(t_2\) function has \(F^2=\frac13\), so \(t_2\) lies \(\frac43e_\sigma\) higher and holds the hole. From \(l_z=-i(x\partial_y-y\partial_x)\), \(l_z(yz)=-i\,xz\), whereas \(l_zx=+iy\); \(l_z(xy)\) lies in \(e\). Matching \(yz,xz,xy\) with \(x,y,z\), and cyclically for \(l_x,l_y\), the projected \(\mathbf l\) equals \(-\tilde{\mathbf l}\) with \(\tilde l=1\). The hole sees \(+\zeta\,\tilde{\mathbf l}\cdot\mathbf s\), lowest for \(j=\frac12\), where \(\tilde{\mathbf l}\cdot\mathbf s=\frac12(\frac34-2-\frac34)=-1\). This doublet is the representation \(\Gamma_7\), and the four \(e\) spin orbitals form \(\Gamma_8\), so the Hamiltonian does not mix them. The projection theorem gives \(\tilde{\mathbf l}\to\frac43\mathbf j\), from \(\tilde{\mathbf l}\cdot\mathbf j/j(j+1)=(2-1)/\frac34\), and \(\mathbf s\to-\frac13\mathbf j\). Taking \(\mathbf j\) as pseudospin,
\[g=-\tfrac13(4+g_e)\mathbf 1=-2.00077\;\mathbf 1.\]
Then \(G_{xx}=4.00309\) against 4.00928 for a free spin, while \(\det g=-8.0093\) against \(+8.0279\). The line positions nearly coincide, yet the two systems absorb opposite circular polarizations. Summing Berry phases of small loops on a grid of field directions gives Chern numbers \(-1\) and \(+1\).

**Site A, slightly distorted.** The ligands \((\theta,\phi,e_\sigma)\) are (56°, 45°, 3000), (54°, 222°, 3100), (125°, 134°, 2900) and (126°, 315°, 3000 cm⁻¹). The gap is 880 cm⁻¹, and (5) gives
\[G=\begin{pmatrix}5.4346&-0.9936&0.1824\\-0.9936&2.6823&0.2121\\0.1824&0.2121&4.1008\end{pmatrix},\qquad\det g=-7.4377,\]
with principal values \(g_i=2.4006,\,2.0325,\,1.5243\), whose product is 7.44. Basis I consists of the eigenstates of \(PM_zP\), upper state first, with the relative phase chosen to make \(\langle1|M_x|2\rangle=\frac12(g_{xx}-ig_{xy})\) positive. This forces \(g_{zx}=g_{zy}=g_{xy}=0\), and \(G=gg^T\) fixes the rest in turn: \(g_{zz}=\sqrt{4.1008}=2.0250\), \(g_{xz}=0.1824/2.0250=0.0901\), \(g_{yz}=0.2121/2.0250=0.1047\), \(g_{xx}=\sqrt{5.4346-0.0901^2}=2.3295\), \(g_{yx}=(-0.9936-0.0901\times0.1047)/2.3295=-0.4306\). The entry \(G_{yy}\) fixes \(g_{yy}^2\), and the determinant supplies the sign, \(g_{yy}=-7.4377/(2.3295\times2.0250)=-1.5767\). Basis II gives \(-\sqrt G\), and basis III is II turned by \(\pi\) about the axis of \(g_1\):
\[g_{\rm I}=\begin{pmatrix}2.3295&0&0.0901\\-0.4306&-1.5767&0.1047\\0&0&2.0250\end{pmatrix},\]
\[g_{\rm II}=\begin{pmatrix}-2.3170&0.2533&-0.0456\\0.2533&-1.6169&-0.0614\\-0.0456&-0.0614&-2.0236\end{pmatrix},\quad g_{\rm III}=\begin{pmatrix}-2.0250&1.1265&-0.2548\\1.1265&1.1785&0.1569\\-0.2548&0.1569&2.0028\end{pmatrix}.\]
These are the matrices of the opening, with traces 2.7778, −5.9575 and 1.1562. The eigenvalues of \(g_{\rm I}\) are its diagonal entries and differ from the principal values even in magnitude; those of \(g_{\rm II}\) are \(-2.4006,-2.0325,-1.5243\) and those of \(g_{\rm III}\) are \(-2.4006,+2.0325,+1.5243\). The antisymmetric part \(\frac12(g-g^T)\) has norm 0.3198 in I and zero in II and III. The squared distance to \(-\mathbf M\) is \(2\times1.5243^2=4.647\).

For \(B=0.35\) T along \(\theta=40°\), \(\phi=25°\), \(\mathbf n=(0.5826,0.2717,0.7660)\) and \(G\mathbf n=(3.036,0.312,3.305)\). Then \(g_{\rm eff}^2=4.385\), \(g_{\rm eff}=2.0941\), and \(\Delta E=0.466864\times0.35\times2.0941=0.34218\) cm⁻¹, or 10.258 GHz. For \(\mathbf k=\mathbf n\), (8) gives \(-7.4377/(2\times2.0941)=-1.776\) and (9) gives \(\frac14(12.218-20.24/4.385)=1.901\). Eigenstates of the full ten-state Hamiltonian in the field give \(I_+=0.0624\) and \(I_-=1.8383\), with difference \(-1.7758\) and ratio \((I_+-I_-)/(I_++I_-)=-0.934\). Propagating the equal superposition among the ten states at weak field gives \(-0.888\) for the left side of (11), and the right side is \(-7.4377/(4\times2.0941)=-0.888\). The Chern number is \(-1\).

**Site B, flattened.** Changing the polar angles to 66°, 64°, 115° and 116° opens the gap to 3058 cm⁻¹ and gives \(g_i=2.7399,\,2.4123,\,2.3641\) and \(\det g=+15.6256\). Here a basis close to the true spin exists. The matrix \(\Lambda_{kl}=\mathrm{Tr}(S_k\sigma_l)\), equal to \(\mathbf 1\) for a free spin with \(\tilde{\mathbf S}=\mathbf S\), transforms as \(\Lambda R\). With \(\Lambda=W\Sigma V^T\) and \(\det\Lambda>0\), \(\mathrm{Tr}(\Lambda R)=\mathrm{Tr}(\Sigma V^TRW)\le\mathrm{Tr}\,\Sigma\), reached at \(R=VW^T\), where \(\Lambda\) is symmetric. Its eigenvalues are 0.948, 0.949 and 0.953. In this basis \(g_{xz}=0.0317\) and \(g_{zx}=0.0384\), and the antisymmetric part has norm 0.0049; in the basis of \(+\sqrt G\) it is zero. For the same field \(g_{\rm eff}=2.6234\) (12.851 GHz), and the ten-state intensities \(I_+=2.9788\), \(I_-=0.0007\) differ by \(15.6256/(2\times2.6234)=2.978\). The preferred polarization is the reverse of A's, and the Chern number is \(+1\).

**Where the sign changes.** Flattening the regular tetrahedron with equal ligands keeps \(D_{2d}\) symmetry, so \(G=\mathrm{diag}(g_\perp^2,g_\perp^2,g_\parallel^2)\), and completeness allows \(g=\mathrm{diag}(g_\perp,g_\perp,g_\parallel)\) with \(g_\perp>0\) and the sign \(s\) placed on \(g_\parallel\). The tetrahedron is then \((2.0008,2.0008,-2.0008)\). At \(\theta=70°\), \(\det g=+13.99\). Expression (5) is continuous while the doublet stays isolated, so it passes through zero, and root bracketing finds \(\theta=56.5°\), less than two degrees from the tetrahedron. There \(g_\perp=2.68\), \(g_\parallel=0\) and the gap is 926 cm⁻¹. A field along \(z\) does not split the doublet in first order, \(g\) and \(-g\) are joined by a \(\pi\) rotation about the pseudospin \(z\) axis, (10) and the first-order Chern number lose their meaning, and (8) gives equal absorption of both polarizations for any field direction with \(g_{\rm eff}\ne0\).

## Where the statement stops

The result concerns the first order in \(B\). The second-order term \(\mu_B^2\,P\,\mathbf B\cdot\mathbf M\,(1-P)(E_0-H_0)^{-1}\,\mathbf B\cdot\mathbf M\,P\), with \(E_0\) the doublet energy, is time-even and hence a multiple of \(P\). It shifts both levels alike, and its cross term between static and microwave fields drives no transition. Where \(g_{\rm eff}\) and the transition amplitude are of order one, corrections to splittings and intensities, relative to their first-order values, start at order \((\mu_BB/\Delta)^2\), about \((0.163/880)^2\approx3\times10^{-8}\) for site A, apart from matrix-element factors. Equations (10) and (11) are corrected one order earlier, at relative order \(\mu_BB/\Delta\), because the admixture of excited states adds a constant field-induced part to \(\langle\mathbf M\rangle\).

If \(H_0\) breaks time reversal, (1) no longer constrains the two lowest states, \(\mathrm{Tr}\,M_k\) need not vanish, and (2) misses three numbers. The sign \(s\) is tied to the definition \(H=+\mu_B\mathbf B\cdot\mathbf M\); defining \(g\) through \(-\mathbf M\) reverses it for every system, the free electron included.

Completeness refers to \(g\) alone. Any other time-odd vector operator gives a matrix that transforms with the same \(R\): the spin matrix \(\Lambda\), or the hyperfine matrix \(A\) obtained by projecting the electronic operator that couples to a nuclear spin. Then \(g\Lambda^T\to gRR^T\Lambda^T=g\Lambda^T\), and likewise \(gA^T\). The asymmetry of \(g\) at site B is of this kind: it records that the rotation which symmetrizes \(\Lambda\) does not symmetrize \(g\), a joint property of the two matrices. For the same reason \(g\) and \(A\) must be quoted in one basis, and for nonsingular \(g\) and \(A\), symmetrizing each with its own \(R\) changes \(gA^T\) unless the two rotations coincide.
